# Free-molecular coagulation of compact clusters and the six-fifths growth law

## Problem

Metal vapour is cooled by argon in a gas-aggregation source and condenses into clusters. Follow a uniform parcel of the mixture as it drifts through the source. Let \(n_i(t)\) be the number of clusters of \(i\) atoms per volume, and define

\[
N=\sum_i n_i,\qquad M=\sum_i i\,n_i,\qquad s=\frac{M}{N}.
\]

Thus \(s\) is the mean cluster mass in atoms, with single atoms counted as clusters of size one.

The model assumes a closed parcel at constant temperature \(T\), with no fresh vapour and no wall loss. Clusters are neutral, compact spheres of constant density. They meet by free-molecular motion, stick at every collision and do not evaporate. One atom has mass \(m_1\) and radius \(r_1\).

(a) Derive the collision kernel \(K(i,j)\) and its degree of homogeneity.

(b) Find an equation for \(ds/dt\) that holds for any size distribution.

(c) Assume that the distribution approaches a self-preserving form. Show that \(s\propto t^{6/5}\) at late times, find the prefactor, and say what the assumption must supply.

(d) How does the exponent change for another degree of homogeneity, such as that of open, fractal clusters?

(e) Evaluate the result for copper at \(10^{14}\) atoms per cm³ in argon at 1 Torr and 400 K, after 50 ms. Decide whether a source with these parameters should be expected to show the law.

## Solution

### (a) The kernel

A cluster of \(i\) atoms has volume proportional to \(i\), so its radius is \(r_1 i^{1/3}\). Two clusters touch if their centres would pass within the sum of their radii. The collision cross-section is therefore

\[
\sigma_{ij}=\pi r_1^2\left(i^{1/3}+j^{1/3}\right)^2 .
\]

The relative velocity has a Maxwell distribution with the reduced mass \(\mu\), where

\[
\frac1\mu=\frac1{m_1}\left(\frac1i+\frac1j\right).
\]

With \(a=\mu/(2kT)\), the mean relative speed is

\[
\langle g\rangle
=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty g^3e^{-ag^2}\,dg
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}
=\frac{2}{\sqrt{\pi a}}
=\sqrt{\frac{8kT}{\pi\mu}} .
\]

The kernel is the product \(\sigma_{ij}\langle g\rangle\):

\[
K(i,j)=K_0\,\kappa(i,j),\qquad
K_0=r_1^2\sqrt{\frac{8\pi kT}{m_1}},
\]
\[
\kappa(i,j)=\left(i^{1/3}+j^{1/3}\right)^2\left(\frac1i+\frac1j\right)^{1/2}.
\]

Multiply both masses by \(c\). The cross-section grows by \(c^{2/3}\) and the mean speed falls by \(c^{-1/2}\), so

\[
\kappa(ci,cj)=c^{2/3-1/2}\kappa(i,j)=c^{1/6}\kappa(i,j).
\]

The degree is \(1/6\). Larger clusters are better targets, but they are slower, and the two effects nearly cancel.

### (b) Growth of the mean mass

The Smoluchowski equation counts the mergers that form size \(k\) and those that consume it:

\[
\frac{dn_k}{dt}=\frac12\sum_{i+j=k}K(i,j)n_in_j-n_k\sum_jK(k,j)n_j .
\]

The factor \(1/2\) prevents each pair from being counted twice. Multiply by a function \(f_k\) and sum over \(k\). In the loss term, exchange the names \(i\) and \(j\) and take half of each version. Then

\[
\frac{d}{dt}\sum_kf_kn_k
=\frac12\sum_{i,j}K(i,j)\left(f_{i+j}-f_i-f_j\right)n_in_j .
\]

The choice \(f_k=k\) gives \(dM/dt=0\). The choice \(f_k=1\) gives

\[
\frac{dN}{dt}=-\frac12\sum_{i,j}K(i,j)n_in_j .
\]

Mass conservation also requires that no mass escape to infinite size in a finite time. Because \(i,j\ge1\), we have \((1/i+1/j)^{1/2}\le\sqrt2\). Also \((u+v)^2\le2(u^2+v^2)\), so

\[
\kappa(i,j)\le2\sqrt2\left(i^{2/3}+j^{2/3}\right)\le2\sqrt2\,(i+j).
\]

For \(f_k=k^2\) the bracket is \(2ij\). With \(M_2=\sum_i i^2n_i\), this gives

\[
\frac{dM_2}{dt}=\sum_{i,j}K(i,j)\,ij\,n_in_j
\le2\sqrt2K_0\sum_{i,j}(i+j)ij\,n_in_j
=4\sqrt2K_0MM_2 .
\]

A finite initial \(M_2\) can grow no faster than exponentially. It stays finite at every finite time, which excludes such an escape.

Now define the dimensionless collision sum

\[
\Theta(t)=\frac{1}{N^2s^{1/6}}\sum_{i,j}\kappa(i,j)n_in_j .
\]

Then \(dN/dt=-\tfrac12K_0\Theta N^2s^{1/6}\). Since \(s=M/N\) and \(M\) is constant,

\[
\frac{ds}{dt}=-\frac{M}{N^2}\frac{dN}{dt}
=\frac12K_0M\,\Theta(t)\,s^{1/6}.
\]

No assumption about the shape of the distribution has been made. All dependence on that shape is held in \(\Theta(t)\).

### (c) The late-time law

Divide by \(s^{1/6}\) and use \(s^{-1/6}ds=\tfrac65\,d(s^{5/6})\). Integration from \(s(0)=s_0\) gives

\[
s^{5/6}(t)=s_0^{5/6}+\frac5{12}K_0M\int_0^t\Theta(t')\,dt'.
\]

If \(\Theta\) tends to a positive, finite constant \(\Theta_\infty\), the integral approaches \(\Theta_\infty t\) in ratio, and the initial term becomes negligible. Hence

\[
\boxed{\,s(t)\longrightarrow
\left(\frac5{12}\,\Theta_\infty K_0M\,t\right)^{6/5}\,}
\]

The remaining question is why \(\Theta\) should become constant. A self-preserving distribution has a fixed shape when size is measured in units of the mean:

\[
n_i(t)=\frac{M}{s^2}\,\varphi(x),\qquad x=\frac is .
\]

For \(s\gg1\) the sums become integrals. The definitions of \(N\) and \(M\) then require \(\int\varphi\,dx=1\) and \(\int x\varphi\,dx=1\). In the collision sum, the two densities give \(M^2/s^4\), the two size integrations give \(s^2\), and homogeneity gives \(s^{1/6}\):

\[
\sum_{i,j}\kappa(i,j)n_in_j
=\frac{M^2}{s^2}s^{1/6}\iint\kappa(x,y)\varphi(x)\varphi(y)\,dx\,dy .
\]

Since \(M^2/s^2=N^2\), division by \(N^2s^{1/6}\) leaves

\[
\Theta_\infty=\iint\kappa(x,y)\varphi(x)\varphi(y)\,dx\,dy,
\]

which contains neither \(s\) nor \(t\). This is where the degree \(1/6\) fixes the exponent.

The integral must also be finite. Let \(\mu_p=\int x^p\varphi\,dx\). From \((1/x+1/y)^{1/2}\le x^{-1/2}+y^{-1/2}\), expansion of the product gives

\[
\Theta_\infty\le2\left(\mu_{1/6}+\mu_{2/3}\mu_{-1/2}+2\mu_{1/3}\mu_{-1/6}\right).
\]

The positive-order moments here are at most 1, because their orders lie between 0 and 1 and the mean of \(x\) is 1. The delicate quantity is \(\mu_{-1/2}\), which small clusters could make diverge. If it is finite, so is \(\mu_{-1/6}\), since \(x^{-1/6}\le1+x^{-1/2}\).

A leading-order estimate shows why small clusters are rare. For \(i\ll j\), \(\kappa(i,j)\simeq j^{2/3}i^{-1/2}\): a small, fast cluster strikes a large target. Its loss rate is then

\[
-\frac{d\ln n_i}{dt}\simeq K_0i^{-1/2}\sum_jj^{2/3}n_j
=K_0M\mu_{2/3}\,i^{-1/2}s^{-1/3}.
\]

Insert \(s=(At)^{6/5}\), with \(A=\tfrac5{12}\Theta_\infty K_0M\). The time integral of \(s^{-1/3}=(At)^{-2/5}\) is \(\tfrac53(At)^{3/5}/A=\tfrac53s^{1/2}/A\). Therefore

\[
\ln n_i\simeq-\frac{5K_0M\mu_{2/3}}{3A}\left(\frac si\right)^{1/2}
=-\frac{4\mu_{2/3}}{\Theta_\infty}\,x^{-1/2},
\]

apart from more slowly varying terms. Those terms are not small at ordinary \(x\), so this is a guide to the limit \(x\to0\), not a fit to the whole small-size tail. The exponential suppression as \(x\to0\) outweighs the factor \(x^{-1/2}\) in \(\mu_{-1/2}\). Formation of small clusters from still smaller ones was neglected. This is consistent, because those partners are suppressed even more strongly.

Homogeneity thus gives the exponent once self-preservation is granted, but it does not prove that every initial distribution approaches that form. Numerical solution of the rate equations supports the approach for the starts tried. Use the dimensionless time \(\tau=K_0Mt\). Starting from single atoms, \(\Theta=6.5635\) at both \(\tau=10^3\) and \(10^4\). The scaled moments \(\mu_{-1/2}=1.568\), \(\mu_{2/3}=0.899\) and \(\mu_2=2.142\) also agree at these times to the digits given. A coarser set of size classes changes the late \(\Theta\) to 6.569, or by about 0.1%. Agreement between the two times is not a measure of grid error: finer size classes lower \(\Theta\) by about 0.1%, \(\mu_{-1/2}\) by about 0.3% and \(\mu_2\) by about 1%.

The mean exponent over this decade is 1.1999. If half the mass instead starts in clusters of about 100 atoms, it is 1.1965. The second start retains a larger memory of its initial sizes.

A useful comparison is a population of equal clusters, for which \(\Theta=\kappa(1,1)=4\sqrt2=5.657\). Keeping this value gives the same exponent, but a mean mass lower by the factor \((5.657/6.564)^{6/5}=0.84\). The spread of sizes changes the prefactor, not the power.

### (d) Another degree of homogeneity

For a kernel of degree \(\lambda<1\) whose self-preserving collision integral is finite, the same steps give

\[
\frac{ds}{dt}=\frac12K_0M\Theta s^\lambda,\qquad
s^{1-\lambda}\simeq\frac{1-\lambda}{2}\Theta_\infty K_0Mt,
\qquad s\propto t^{1/(1-\lambda)} .
\]

If clusters touch without coalescing, take their collision radius to scale as \(i^{1/D}\), with fractal dimension \(D\). The cross-section then has degree \(2/D\), so \(\lambda=2/D-1/2\). This treats clusters as opaque, which fails for a small partner meeting a cluster with \(D<2\), and \(\lambda<1\) requires \(D>4/3\). Compact clusters have \(D=3\) and recover \(6/5\). For \(D=2.5\), \(\lambda=0.3\) and the exponent is \(1/0.7=1.429\). The rate equations give 1.428 between \(\tau=300\) and 3000. Compactness is therefore a real condition of the result.

### (e) Copper in argon

A bulk density of 8.9 g/cm³ gives \(r_1=0.1415\) nm, and the formula of part (a) gives \(K_0=2.295\times10^{-11}\) cm³/s at 400 K. Thus

\[
K_0M=(2.295\times10^{-11})(10^{14})=2295\ \text{s}^{-1},
\qquad \tau=2295\times0.050=114.75 .
\]

The asymptotic formula gives

\[
s=\left(\frac5{12}\times6.5635\times114.75\right)^{6/5}
=(313.8)^{6/5}\simeq991,
\]

and the diameter is \(2r_1s^{1/3}\simeq2.82\) nm. The rate equations, started from single atoms, give:

| \(t\) (ms) | \(s\) (atoms) | asymptotic \(s\) | local exponent |
|---:|---:|---:|---:|
| 1 | 10.05 | 9.06 | 1.067 |
| 5 | 63.5 | 62.5 | 1.184 |
| 50 | 992 | 991 | 1.198 |
| 500 | 15700 | 15700 | 1.200 |

The local exponent follows from part (b) as

\[
\frac{d\ln s}{d\ln t}=\frac12\Theta\tau s^{-5/6}.
\]

Once \(\Theta\) is constant, \(s^{5/6}=b+\tfrac5{12}\Theta_\infty\tau\), where \(b\) records the early history. The exponent therefore approaches \(6/5\) with a relative deficit of about \(b/(\tfrac5{12}\Theta_\infty\tau)\). Within the ideal model, the law is already accurate at 50 ms.

The parameters are rough typical values for a source that makes clusters a few nanometres across. The free-molecular assumption is sound here: a mean cluster's ballistic range in argon is about \(10^5\) times its radius. Several other assumptions are less secure.

**Dimer formation.** Two atoms that meet will separate again unless they first lose enough energy to become bound. If the pair lasts 1 ps and needs one argon collision in that time, the sticking probability is only about \(5\times10^{-6}\). Apply this factor to atom–atom collisions alone. Few nuclei then form, and they consume the remaining vapour. At 50 ms, without wall loss, the mean over clusters of two or more atoms is about 3500 atoms, against 992 in the ideal model.

Single atoms hold only about 0.3% of the mass. Nevertheless, since \(s\simeq300\) when they are included, they make up about \(0.003\times300\simeq0.9\) of all particles. (The computed \(s\) is 295.5; halving the width of the size classes raises it by about 4%, and the limit of fine classes lies near 320, about 9% higher.) That is not the self-preserving distribution. Much later, between \(\tau=10^4\) and \(10^5\), the exponent is 1.192. The slow first step has delayed the law without removing it, but \(\tau=10^4\) corresponds to 4.4 s here.

These numbers assume that every collision after the first step sticks. A newly formed trimer may also break up before argon cools it. If, as an illustration, an atom sticks to a dimer with probability \(10^{-4}\), over a quarter of the mass is still in single atoms at 50 ms, and the mean over clusters of two or more atoms is only about 1500. The figure of 3500 is therefore not a prediction for a real source.

**Wall loss.** In a tube of radius 5 cm, an atom diffuses to the wall in about 18 ms and a cluster of 992 atoms in about 600 ms. These are decay times of the lowest radial diffusion mode. In a lumped estimate, each size is lost at its lowest-mode rate while the parcel stays uniform. With ideal sticking, 83% of the copper then remains after 50 ms, and \(s\) falls to 884. With slow dimers the vapour stays atomic for longer and is more exposed to the wall. In the same estimate only 28% remains, and the mean without single atoms is about 1700 atoms. These figures depend strongly on the radial profile. With radial diffusion resolved and vapour filling the tube uniformly at the start, about 61% remains with ideal sticking (\(s\simeq860\)) and about 19% with slow dimers. If the same vapour starts concentrated toward the axis in the lowest mode, the fractions are about 81% (\(s\simeq1260\)) and 40%, and the slow-dimer mean without single atoms is about 2700. Since \(M\) is no longer constant, the integration in part (c) does not apply.

**Constant temperature.** Condensation releases roughly 3 eV per atom. If all this heat stayed in the argon at constant pressure, the gas would warm by about 60 K. That would change \(K_0\) and, through expansion, the densities by roughly 10%. Conduction to the wall, which takes some 16 ms, limits the warming. This is a smaller correction than slow dimer formation, but the temperature is not strictly constant.

**Forces between clusters.** For a Hamaker constant of 2 eV, a rough value, van der Waals attraction multiplies the collision rate of equal spheres by 2.8. The non-retarded Hamaker energy depends only on ratios of lengths, so the factor depends on \(i/j\) but not on absolute size. It changes \(\Theta_\infty\), not the degree. Electric charge is different. Two like, singly charged clusters of mean size have a Coulomb energy at contact of about \(15kT\) as point charges at their centres, or about \(13kT\) as conducting spheres. Van der Waals attraction lowers the point-charge barrier to about \(10kT\), which still strongly suppresses their collisions. This energy varies inversely with radius at fixed charge, so it breaks the homogeneity.

A source with these parameters should therefore not be expected to show clean \(t^{6/5}\) growth at 50 ms, even though the ideal model does. The law would be a fair description if stable nuclei formed early, if they remained compact and mostly neutral, and if the parcel then coagulated for many collision times with little wall loss or fresh vapour. The printed values are collected in the numerical output.

## Numbers as computed

```
temperature 400 K; argon pressure 1.0 Torr
copper atoms 1.0e+14 cm^-3; residence 50 ms
bulk density 8.9 g/cm3; tube radius 5 cm
argon density 2.414e+16 cm^-3
argon radius used 0.17 nm
copper atomic radius from density 0.1415 nm
K0 2.2949e-11 cm3/s; K0*M 2294.91 1/s
kernel degree from collision quadrature 0.166667
tau at residence time 114.75
tau=3 mean: direct 13.449, sections 13.448 atoms
Theta of equal clusters 5.6569
Theta late: fine 6.5635, coarse 6.5694
Theta at tau=1e3: 6.5635
scaled moment -0.500: tau=1e3 1.5683, tau=1e4 1.5683
scaled moment 0.667: tau=1e3 0.8988, tau=1e4 0.8988
scaled moment 2.000: tau=1e3 2.1418, tau=1e4 2.1418
exponent tau 1e3-1e4, monomer start 1.1999
exponent tau 1e3-1e4, mixed start 1.1965
exponent for fractal dimension 2.5: 1.4282
ideal sticking: t(ms), tau, mean(atoms), diameter(nm), exponent, law
1  2.29  10.05  0.611  1.0666  9.06
5  11.47  63.50  1.129  1.1842  62.52
50  114.75  992.36  2.822  1.1984  990.81
500  1147.46  15705.78  7.085  1.1998  15703.32
ballistic range / radius of mean cluster 1.11e+05
Hamaker constant used 2.0 eV
van der Waals rate factor, equal spheres 2.788
like-charge contact energy / kT 14.80
wall diffusion time, atom: 18.4 ms
wall diffusion time, mean cluster: 604.1 ms
ideal sticking with wall: atoms kept 0.8266
ideal sticking with wall: mean 883.9 atoms
pair lifetime used 1.0 ps
dimer sticking probability 4.854e-06
slow dimers at residence time, no wall:
  mean with single atoms 295.5 atoms
  mean without single atoms 3508.9 atoms
  mass fraction in single atoms 3.100e-03
slow dimers, exponent tau 1e4-1e5: 1.1921
tau=1e4 in this source 4.36 s
slow dimers at residence time, with wall:
  atoms kept 0.2847 of initial
  single atoms left 7.422e-03 of initial
  mean without single atoms 1674.2 atoms
```
